# Why Classical Transition-State Theory Cannot Underestimate the Classical Hop Rate: test program

```python
"""
Result under test: for classical equilibrium dynamics the exact hop rate is
    k = kappa * k_TST,   kappa = P_plus - P_minus <= 1,
where k_TST is the one-way equilibrium flux through a dividing surface divided
by the reactant population, and P_plus (P_minus) is the flux-weighted chance
that a forward (backward) crossing next settles in the right-hand well.

Model: one atom in V = E_b (1 - u^2)^2, u = x/x0, wells at u = -1 and u = +1.
Settled means total energy below level*E_b (measured from the well bottom).
Internal units: length x0, time ps, energy E_b. Friction gamma is in 1/ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import expit

rng = np.random.default_rng(20417)

# Rough values for an atom-vacancy exchange in copper; friction is chosen.
barrier_eV, jump_nm, mass_u, temperature = 0.7, 0.256, 63.5, 1200.0
gamma_main, level_main, dt_main = 10.0, 0.5, 0.002
barrier = barrier_eV * const.e
half_jump = 0.5 * jump_nm * 1e-9
mass = mass_u * const.atomic_mass
kT = const.k * temperature
beta_barrier = barrier / kT
v_thermal = np.sqrt(kT / mass) / half_jump * 1e-12


def potential(u):
    return (1 - u * u) ** 2


def curvature(u, h=1e-3):
    return (potential(u + h) - 2 * potential(u) + potential(u - h)) / h**2


energy_scale = barrier / (mass * half_jump**2) * 1e-24   # 1/ps^2
omega_top_sq = 4 * energy_scale
omega_well_sq = 8 * energy_scale
assert abs(-curvature(0.0) * energy_scale / omega_top_sq - 1) < 1e-5
assert abs(curvature(1.0) * energy_scale / omega_well_sq - 1) < 1e-5
omega_top, omega_well = np.sqrt(omega_top_sq), np.sqrt(omega_well_sq)


def total_energy(u, v):
    return potential(u) + 0.5 * v * v / energy_scale


def make_bath(gamma, tau, dt):
    """Exact thermostat update; tau is the friction memory time (0 = none)."""
    if tau == 0:
        decay = np.exp(-gamma * dt)
        return decay, v_thermal * np.sqrt(1 - decay**2)
    covariance = np.diag([1.0, gamma / tau]) * v_thermal**2
    drift = np.array([[0.0, 1.0], [-gamma / tau, -1.0 / tau]])
    decay = expm(drift * dt)
    noise = np.linalg.cholesky(covariance - decay @ covariance @ decay.T)
    return decay, noise


def advance(u, v, z, bath, tau, dt):
    """One symmetric step: drift, kick, thermostat, kick, drift."""
    u = u + 0.5 * dt * v
    kick = 0.5 * dt * omega_top_sq * u * (1 - u * u)
    v = v + kick
    decay, noise = bath
    if tau == 0:
        v = decay * v + noise * rng.standard_normal(u.size)
    else:
        r1, r2 = rng.standard_normal((2, u.size))
        v, z = (decay[0, 0] * v + decay[0, 1] * z + noise[0, 0] * r1,
                decay[1, 0] * v + decay[1, 1] * z
                + noise[1, 0] * r1 + noise[1, 1] * r2)
    v = v + kick
    u = u + 0.5 * dt * v
    return u, v, z


def transmission(n, gamma=gamma_main, surface=0.0, level=level_main,
                 dt=dt_main, tau=0.0):
    """Start n forward and n backward crossings; return kappa, error, P+, P-."""
    direction = np.repeat([1.0, -1.0], n)
    u = np.full(2 * n, surface)
    v = direction * v_thermal * np.sqrt(2 * rng.exponential(size=2 * n))
    z = np.zeros(2 * n)
    if tau > 0:
        z = v_thermal * np.sqrt(gamma / tau) * rng.standard_normal(2 * n)
    bath = make_bath(gamma, tau, dt)
    right_forward = right_backward = 0
    while u.size:
        u, v, z = advance(u, v, z, bath, tau, dt)
        done = total_energy(u, v) < level
        if done.any():
            right = done & (u > 0)
            right_forward += np.count_nonzero(right & (direction > 0))
            right_backward += np.count_nonzero(right & (direction < 0))
            keep = ~done
            u, v, z, direction = u[keep], v[keep], z[keep], direction[keep]
    p_plus, p_minus = right_forward / n, right_backward / n
    error = np.sqrt((p_plus * (1 - p_plus) + p_minus * (1 - p_minus)) / n)
    return p_plus - p_minus, error, p_plus, p_minus


# One-way flux divided by the population 1/2 of each symmetric state.
partition = quad(lambda u: np.exp(-beta_barrier * potential(u)), -3, 3,
                 points=[-1, 0, 1], epsabs=1e-12)[0]


def tst_rate(surface):
    flux = v_thermal / np.sqrt(2 * np.pi)
    flux *= np.exp(-beta_barrier * potential(surface)) / partition
    return flux / 0.5


k_tst = tst_rate(0.0)

# Direct count in a long equilibrium simulation.
n_atoms, n_steps = 5000, 40000
grid = np.linspace(-2.5, 2.5, 20001)
cumulative = np.cumsum(np.exp(-beta_barrier * potential(grid)))
u = np.interp(rng.random(n_atoms), cumulative / cumulative[-1], grid)
v = v_thermal * rng.standard_normal(n_atoms)
z = None
bath = make_bath(gamma_main, 0.0, dt_main)
side = u > 0
last_settled_side = side.copy()
pending = np.zeros(n_atoms, dtype=int)
crossings = np.zeros(n_atoms, dtype=int)
hops = np.zeros(n_atoms, dtype=int)
hop_lengths, return_lengths = [], []
for _ in range(n_steps):
    u, v, z = advance(u, v, z, bath, 0.0, dt_main)
    new_side = u > 0
    changed = new_side != side
    if changed.any():
        pending += changed
        crossings += changed
    side = new_side
    index = np.flatnonzero(pending)
    if index.size:
        index = index[total_energy(u[index], v[index]) < level_main]
        if index.size:
            hopped = side[index] != last_settled_side[index]
            hop_lengths.extend(pending[index[hopped]])
            return_lengths.extend(pending[index[~hopped]])
            hops[index[hopped]] += 1
            last_settled_side[index] = side[index]
            pending[index] = 0
duration = n_steps * dt_main
cross_rate = crossings.mean() / duration
cross_error = crossings.std() / np.sqrt(n_atoms) / duration
hop_rate = hops.mean() / duration
hop_error = hops.std() / np.sqrt(n_atoms) / duration
hop_lengths = np.array(hop_lengths)
return_lengths = np.array(return_lengths)

# Trajectories started on the surface, at the top and displaced from it.
kappa, kappa_err, p_plus, p_minus = transmission(40000)
shifted = -0.3
kappa_s, kappa_s_err, p_plus_s, p_minus_s = transmission(40000, surface=shifted)
k_tst_s = tst_rate(shifted)

# 1% allowance covers crossings missed between finite time steps.
assert abs(cross_rate - k_tst) < 4 * cross_error + 0.01 * k_tst
assert abs(hop_rate - kappa * k_tst) < 4 * np.hypot(
    hop_error, kappa_err * k_tst) + 0.01 * k_tst
assert hop_rate + 4 * hop_error < k_tst
assert abs(kappa * k_tst - kappa_s * k_tst_s) < 4 * np.hypot(
    kappa_err * k_tst, kappa_s_err * k_tst_s) + 0.01 * k_tst
assert k_tst_s > k_tst

# Weak and strong friction both increase recrossing.
scan = {0.2: transmission(5000, gamma=0.2), 1.0: transmission(15000, gamma=1.0),
        3.0: transmission(30000, gamma=3.0),
        10.0: (kappa, kappa_err, p_plus, p_minus),
        50.0: transmission(30000, gamma=50.0)}
for low_or_high in (0.2, 50.0):
    gap = scan[3.0][0] - scan[low_or_high][0]
    assert gap > 4 * np.hypot(scan[3.0][1], scan[low_or_high][1])

# Sensitivity to numerical step, settling rule and friction memory.
kappa_dt, err_dt, _, _ = transmission(40000, dt=0.5 * dt_main)
assert abs(kappa_dt - kappa) < 4 * np.hypot(err_dt, kappa_err) + 0.005
kappa_level, err_level, _, _ = transmission(40000, level=0.3)
assert abs(kappa_level - kappa) < 0.05
kappa_short, err_short, _, _ = transmission(30000, tau=0.001)
assert abs(kappa_short - kappa) < 4 * np.hypot(err_short, kappa_err) + 0.01
memory_time = 0.02
kappa_memory, err_memory, _, _ = transmission(40000, tau=memory_time)

# Harmonic estimate, and a stiffened well with the same curvature.
k_harmonic = omega_well / (2 * np.pi) * np.exp(-beta_barrier)
harmonic_well = np.sqrt(np.pi / (4 * beta_barrier))
stiff_well = quad(lambda y: np.exp(-beta_barrier * (4*y**2 + 50*y**4)), -2, 2,
                  points=[0])[0]
stiff_ratio = stiff_well / harmonic_well
assert stiff_ratio < 1 < k_harmonic / k_tst

# Quantum corrections for harmonic well levels and a parabolic barrier.
quantum_top = const.hbar * omega_top * 1e12 / kT
quantum_well = const.hbar * omega_well * 1e12 / kT
tunnel_factor = 0.5 * quantum_top / np.sin(0.5 * quantum_top)
tunnel_sum = quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / quantum_top),
                  -2, 40, points=[-0.2, 0, 0.2, 2], epsabs=1e-11, limit=300)[0]
assert abs(tunnel_factor - tunnel_sum) < 1e-7
well_factor = 2 * np.sinh(0.5 * quantum_well) / quantum_well
levels = np.arange(3000)
well_sum = 1 / (quantum_well * np.exp(-quantum_well * (levels + 0.5)).sum())
assert abs(well_factor - well_sum) < 1e-9

print(f"barrier: {barrier_eV:.2f} eV")
print(f"jump length: {jump_nm:.3f} nm")
print(f"atomic mass: {mass_u:.1f} u")
print(f"temperature: {temperature:.0f} K")
print(f"barrier / kT: {beta_barrier:.3f}")
print(f"friction: {gamma_main:.1f} 1/ps")
print(f"well frequency: {omega_well / (2 * np.pi):.3f} THz")
print(f"barrier angular frequency: {omega_top:.2f} rad/ps")
print(f"settled below: {level_main:.2f} of barrier energy")
print(f"TST rate, surface at top: {1000 * k_tst:.3f} 1/ns")
print(f"simulated atoms: {n_atoms}; time each: {duration:.0f} ps")
print(f"all crossings, both directions: {crossings.sum()}")
print(f"settled hops, both directions: {hops.sum()}")
print(f"hops with 1 crossing: {np.sum(hop_lengths == 1)}")
print(f"hops with 3 crossings: {np.sum(hop_lengths == 3)}")
print(f"hops with 5 or more crossings: {np.sum(hop_lengths >= 5)}")
print(f"failed attempts with 2 crossings: {np.sum(return_lengths == 2)}")
print(f"failed attempts with 4 or more: {np.sum(return_lengths >= 4)}")
print(f"crossings within hops: {hop_lengths.sum()}")
print(f"crossings within failed attempts: {return_lengths.sum()}")
print(f"crossings in unfinished segments: {pending.sum()}")
print(f"counted crossing rate: {1000*cross_rate:.3f}"
      f" +/- {1000*cross_error:.3f} 1/ns")
print(f"counted hop rate: {1000*hop_rate:.3f} +/- {1000*hop_error:.3f} 1/ns")
print(f"top surface P+: {p_plus:.4f}; P-: {p_minus:.4f}")
print(f"top surface kappa: {kappa:.4f} +/- {kappa_err:.4f}")
print(f"top surface kappa*k_TST: {1000*kappa*k_tst:.3f} 1/ns")
print(f"TST overestimate factor, top: {1 / kappa:.3f}")
print(f"displaced surface x/x0: {shifted:.2f}")
print(f"displaced surface x: {shifted * half_jump * 1e9:.4f} nm")
print(f"displaced TST rate: {1000 * k_tst_s:.3f} 1/ns")
print(f"displaced P+: {p_plus_s:.4f}; P-: {p_minus_s:.4f}")
print(f"displaced kappa: {kappa_s:.4f} +/- {kappa_s_err:.4f}")
print(f"displaced kappa*k_TST: {1000*kappa_s*k_tst_s:.3f}"
      f" +/- {1000*kappa_s_err*k_tst_s:.3f} 1/ns")
for friction, result in scan.items():
    print(f"friction {friction:.1f} 1/ps: kappa {result[0]:.3f}"
          f" +/- {result[1]:.3f}")
print(f"kappa shift, time step halved: {kappa_dt - kappa:+.4f}"
      f" +/- {np.hypot(err_dt, kappa_err):.4f}")
print(f"kappa shift, settled below 0.30: {kappa_level - kappa:+.4f}"
      f" +/- {np.hypot(err_level, kappa_err):.4f}")
print(f"friction memory time: {memory_time:.3f} ps")
print(f"kappa with memory: {kappa_memory:.4f} +/- {err_memory:.4f}")
print(f"harmonic TST rate: {1000 * k_harmonic:.3f} 1/ns")
print(f"harmonic / full TST: {k_harmonic / k_tst:.4f}")
print(f"harmonic / full TST, stiffened well: {stiff_ratio:.4f}")
print(f"tunnelling factor: {tunnel_factor:.6f}")
print(f"quantized-well factor: {well_factor:.6f}")
print(f"combined quantum factor: {tunnel_factor * well_factor:.6f}")
print("finished without a failed check")
```

Output:

```
barrier: 0.70 eV
jump length: 0.256 nm
atomic mass: 63.5 u
temperature: 1200 K
barrier / kT: 6.769
friction: 10.0 1/ps
well frequency: 3.627 THz
barrier angular frequency: 16.11 rad/ps
settled below: 0.50 of barrier energy
TST rate, surface at top: 4.025 1/ns
simulated atoms: 5000; time each: 80 ps
all crossings, both directions: 1576
settled hops, both directions: 1157
hops with 1 crossing: 1116
hops with 3 crossings: 38
hops with 5 or more crossings: 3
failed attempts with 2 crossings: 126
failed attempts with 4 or more: 19
crossings within hops: 1245
crossings within failed attempts: 328
crossings in unfinished segments: 3
counted crossing rate: 3.940 +/- 0.120 1/ns
counted hop rate: 2.893 +/- 0.086 1/ns
top surface P+: 0.8669; P-: 0.1285
top surface kappa: 0.7384 +/- 0.0024
top surface kappa*k_TST: 2.972 1/ns
TST overestimate factor, top: 1.354
displaced surface x/x0: -0.30
displaced surface x: -0.0384 nm
displaced TST rate: 12.887 1/ns
displaced P+: 0.2326; P-: 0.0016
displaced kappa: 0.2309 +/- 0.0021
displaced kappa*k_TST: 2.976 +/- 0.027 1/ns
friction 0.2 1/ps: kappa 0.145 +/- 0.010
friction 1.0 1/ps: kappa 0.480 +/- 0.005
friction 3.0 1/ps: kappa 0.788 +/- 0.003
friction 10.0 1/ps: kappa 0.738 +/- 0.002
friction 50.0 1/ps: kappa 0.284 +/- 0.004
kappa shift, time step halved: -0.0047 +/- 0.0034
kappa shift, settled below 0.30: -0.0040 +/- 0.0034
friction memory time: 0.020 ps
kappa with memory: 0.7779 +/- 0.0022
harmonic TST rate: 4.166 1/ns
harmonic / full TST: 1.0349
harmonic / full TST, stiffened well: 0.8455
tunnelling factor: 1.000439
quantized-well factor: 1.000877
combined quantum factor: 1.001316
finished without a failed check
```
